\section*{How exchange enhancement slopes set separations in vdW-DF}

\section{What is being compared}

Q. My layered samples come out too far apart when I use vdW-DF with revPBE exchange, and closer together with optB88, cx13 or B86R. These are all called van der Waals functionals. Why should the exchange part matter so much?

A. Near a binding minimum a weak attraction balances a steep repulsion, and exchange contributes to that balance. To isolate it, I keep the electron density and the correlation energy fixed and change the exchange functional alone. Correlation here means the local-density (LDA) term plus the nonlocal term of vdW-DF. B86R is normally combined with the vdW-DF2 correlation, so for B86R this is a controlled comparison and not its usual combination.

I use Hartree atomic units and densities without spin polarization. Each exchange functional has the form
\begin{equation}
E_x=-C_x\int n^{4/3}F(s)\,d^3r,\qquad
s=\frac{|\nabla n|}{c\,n^{4/3}},
\end{equation}
with $C_x=\frac34(3/\pi)^{1/3}$ and $c=2(3\pi^2)^{1/3}$. The reduced gradient $s$ compares the density gradient with the local Fermi wave number $k_F=(3\pi^2n)^{1/3}$, since $c\,n^{4/3}=2k_Fn$. The enhancement factor $F$ equals 1 for a uniform density.

That revPBE-based separations tend to exceed measured ones is an observation which I take from outside. What can be derived here is how the slope of the exchange functional produces a force, and why revPBE is more repulsive than the other three choices in two model contacts.

\section{The four enhancement factors}

Q. How do the four functions differ?

A. Their definitions are
\begin{align}
F_{\rm revPBE}&=1+\kappa-\frac{\kappa}{1+\mu s^2/\kappa},
&&\mu=0.21951,\ \kappa=1.245,\\
F_{\rm optB88}&=1+\frac{\mu s^2}{1+(\mu/1.2)\,s\,\mathrm{arcsinh}(2^{1/3}cs)},
&&\mu=0.22,\\
F_{\rm B86R}&=1+\frac{\mu s^2}{(1+\mu s^2/\kappa)^{4/5}},
&&\mu=\tfrac{10}{81},\ \kappa=0.711357,\\
F_{\rm cx13}&=\frac{1+\mu s^2}{1+\alpha s^6}
+\frac{\alpha s^6}{\beta'+\alpha s^6}F_{\rm P},
&&\mu=\tfrac{0.8491}{9},
\end{align}
where $\alpha=0.02178$, $\beta'=1.15$ and $F_{\rm P}=(1+1.851s^2+17.33s^4+0.163s^6)^{1/15}$. Their slopes $dF/ds$ are:

\begin{center}
\begin{tabular}{lcccccc}
$s$ & 1.0 & 1.5 & 2.0 & 2.5 & 3.0 & mean, 1--3\\
revPBE & 0.317 & 0.338 & 0.302 & 0.248 & 0.197 & 0.289\\
optB88 & 0.226 & 0.245 & 0.249 & 0.247 & 0.243 & 0.245\\
cx13 & 0.187 & 0.287 & 0.345 & 0.249 & 0.172 & 0.268\\
B86R & 0.192 & 0.221 & 0.218 & 0.200 & 0.179 & 0.207
\end{tabular}
\end{center}

Q. So the newer functionals are flatter between $s=1$ and $s=3$?

A. On average, yes, but not at each $s$. optB88 becomes steeper than revPBE at $s=2.52$. cx13 is steeper between 1.70 and 2.51, and again above 3.90. B86R stays below revPBE throughout the interval and crosses it at 3.39.

A late crossing follows from the large-$s$ forms. Differentiating the revPBE formula gives
\begin{equation}
F'_{\rm revPBE}=\frac{2\mu s}{(1+\mu s^2/\kappa)^2}
\longrightarrow\frac{2\kappa^2}{\mu s^3}.
\end{equation}
For B86R, $F$ grows as $s^{2/5}$, so its slope falls as $s^{-3/5}$, much more slowly. optB88 grows as $1.2\,s/\ln(2^{4/3}cs)$, and its slope falls more slowly still. The bump in cx13 lies where that function switches from its slow start to $F_{\rm P}$: $\alpha s^6=1$ at $s\approx1.9$. Below that point the slope stays close to the slope $2\mu s$ of the quadratic start, which grows linearly and reaches 0.34 at $s=1.8$; above it the slope turns over and falls towards the much smaller slope of $F_{\rm P}$.

Q. Why does revPBE start so steeply?

A. It inherits its small-$s$ coefficient from PBE, where exchange and correlation were designed together. The uniform exchange energy per electron is $-3k_F/(4\pi)$, so the exchange gradient term is $-3k_F\mu s^2/(4\pi)$. For small gradients PBE correlation adds $+\beta t^2$, with $t=|\nabla n|/(2k_sn)$ and $k_s^2=4k_F/\pi$. Since $s=|\nabla n|/(2k_Fn)$,
\begin{equation}
t^2=\frac{k_F^2}{k_s^2}s^2=\frac{\pi k_F}{4}s^2 .
\end{equation}
The two terms cancel when
\begin{equation}
\frac{3k_F\mu}{4\pi}=\frac{\pi k_F\beta}{4}
\quad\Longrightarrow\quad \mu=\frac{\pi^2\beta}{3}.
\end{equation}
At $s=0.05$ and $n=0.01$~bohr$^{-3}$, the computed coefficient of $s^2$ is 0.2194 for PBE exchange and 0.00016 for exchange plus correlation, both in units of the LDA exchange energy.

revPBE keeps $\mu$ and changes $\kappa$. vdW-DF then replaces PBE correlation, so the partner that balanced this gradient term is gone. The nonlocal correlation has a gradient response of its own, which I have not evaluated. The argument therefore explains where the steep start comes from; it does not show that the lost cancellation accounts for the whole error against experiment.

\section{From a slope to a force}

Q. I can measure a force, but not an enhancement factor. How does a slope in $s$ become a force between layers?

A. Write $F$ as the integral of its slope, using the step function $\Theta$:
\begin{equation}
F(s)=1+\int_0^\infty F'(\sigma)\,\Theta(s-\sigma)\,d\sigma .
\end{equation}
Insert this into $E_x$ and exchange the order of integration:
\begin{equation}
E_x=E_x^{\rm LDA}-C_x\int_0^\infty F'(\sigma)W(\sigma)\,d\sigma,\qquad
W(\sigma)=\int_{s>\sigma}n^{4/3}\,d^3r .
\label{eq:cake}
\end{equation}
Here $W(\sigma)$ measures how much density lies where the reduced gradient exceeds $\sigma$. It depends on the density and not on the functional. At separation $d$, the slope part of the repulsive force is
\begin{equation}
-\frac{\partial}{\partial d}\left(E_x-E_x^{\rm LDA}\right)
=C_x\int_0^\infty F'(\sigma)\frac{\partial W}{\partial d}\,d\sigma .
\label{eq:force}
\end{equation}
The force is linear in the slope, with weight $\partial W/\partial d$. Where this weight is positive, a steeper $F$ means more repulsion.

Q. Which values of $s$ carry weight between two flat layers?

A. Let each layer have a tail $ae^{-\lambda u}$ at distance $u$ from its centre, and put the centres at $z=\pm d/2$. Adding the two unrelaxed densities gives, in the gap,
\begin{equation}
n=ae^{-\lambda(d/2+z)}+ae^{-\lambda(d/2-z)}
=n_m\cosh\lambda z,\qquad n_m=2ae^{-\lambda d/2}.
\end{equation}
With $x=\lambda z$, the derivative is $n'=\lambda n_m\sinh x$, so
\begin{equation}
s=s_0\frac{|\sinh x|}{\cosh^{4/3}x},\qquad
s_0=\frac{\lambda}{c\,n_m^{1/3}} .
\end{equation}
By symmetry $s$ vanishes at the midpoint. For $x>0$ its maximum satisfies
\begin{equation}
\frac{d\ln s}{dx}=\coth x-\frac43\tanh x=0
\quad\Longrightarrow\quad \cosh^2x=\frac43\sinh^2x .
\end{equation}
Together with $\cosh^2x-\sinh^2x=1$ this gives $\sinh^2x=3$ and $\cosh x=2$, hence
\begin{equation}
s_{\max}=\frac{\sqrt3}{2^{4/3}}\,s_0\approx0.687\,s_0 .
\end{equation}

Q. But $s$ becomes huge in the vacuum outside the pair. Doesn't that region count?

A. It contributes energy but, for exponential tails, no force. There $s=\lambda/(cn^{1/3})$, so $s>\sigma$ means $n<n_\sigma=(\lambda/c\sigma)^3$. Since $dz=-dn/(\lambda n)$, one outer tail contributes per unit area
\begin{equation}
\int_0^{n_\sigma}\frac{n^{4/3}}{\lambda n}\,dn
=\frac{3}{4\lambda}n_\sigma^{4/3}.
\end{equation}
This does not contain the prefactor of the tail. The distant layer changes that prefactor slightly, which merely shifts the tail. For $\sigma>s_{\max}$ the gap contributes nothing, so $W$ is independent of $d$. Slopes above $s_{\max}$ thus exert no force in this model.

They still affect the binding energy. Separated layers also have two inner tails with $s>\sigma$, and these are missing from the gap.

Q. Within the gap, are all slopes below $s_{\max}$ equally important?

A. No, the top of the range is favoured. At the maximum,
\begin{equation}
\frac{d^2\ln s}{dx^2}=-\frac{1}{\sinh^2x}-\frac{4}{3\cosh^2x}
=-\frac13-\frac13=-\frac23 ,
\end{equation}
so nearby $s\approx s_{\max}[1-(x-x_*)^2/3]$, where $x_*$ is the position of the maximum. The condition $s>\sigma$ selects an interval in $x$ of full width $2\sqrt{3(1-\sigma/s_{\max})}$ on each side of the midpoint. There $n\approx2n_m$, and therefore
\begin{equation}
W_{\rm gap}\approx\frac{4\sqrt3}{\lambda}(2n_m)^{4/3}
\sqrt{1-\sigma/s_{\max}} .
\end{equation}
Since $n_m\propto e^{-\lambda d/2}$, we have $s_{\max}\propto e^{\lambda d/6}$ and $ds_{\max}/dd=\lambda s_{\max}/6$. Differentiating the square root gives the leading behaviour
\begin{equation}
\frac{\partial W}{\partial d}\approx
\frac{(2n_m)^{4/3}}{\sqrt3}\,
\frac{1}{\sqrt{1-\sigma/s_{\max}}},\qquad \sigma\to s_{\max}^- .
\end{equation}
This is positive and large, yet integrable.

Near $\sigma=0$ the weight is negative. There $W$ is the full integral of $n^{4/3}$. Overlap raises it, because $(n_1+n_2)^{4/3}>n_1^{4/3}+n_2^{4/3}$, and in the tails the excess scales as $n_m^{4/3}$, which falls with $d$. The slope itself vanishes at $s=0$, so this part is suppressed.

\section{The sign at small gradients}

Q. With weights of both signs, how do I know the gradient term repels?

A. Take the leading form $F=1+\mu s^2$. Its gradient energy per area is
\begin{equation}
-C_x\mu\int n^{4/3}s^2dz=-\frac{C_x\mu}{c^2}\int\frac{(n')^2}{n^{4/3}}dz .
\end{equation}
Subtract the separate tails $\frac12n_me^{\pm x}$, for which $(n')^2/n^{4/3}=\lambda^2n^{2/3}$. With $dz=dx/\lambda$, the change in the last integral is $\lambda n_m^{2/3}J$, where
\begin{equation}
J=\lim_{L\to\infty}\int_{-L}^{L}\left[\frac{\sinh^2x}{\cosh^{4/3}x}
-2^{-2/3}\left(e^{2x/3}+e^{-2x/3}\right)\right]dx .
\end{equation}
Let $A=\int_{-L}^L\cosh^{2/3}x\,dx$ and $B=\int_{-L}^L\cosh^{-4/3}x\,dx$. From $\sinh^2x=\cosh^2x-1$, the first term of $J$ is $A-B$. Integrating it by parts, with $\sinh x\cosh^{-4/3}x=-3\,d(\cosh^{-1/3}x)/dx$, gives also
\begin{equation}
A-B=-S+3A,\qquad S=6\sinh L\,\cosh^{-1/3}L .
\end{equation}
Hence $A=(S-B)/2$ and $A-B=S/2-3B/2$. For large $L$, $S/2\to3\cdot2^{-2/3}e^{2L/3}$. The subtracted exponentials integrate to $3\cdot2^{-2/3}(e^{2L/3}-e^{-2L/3})$, so the growing parts cancel and $J=-\frac32B$. The substitution $u=\tanh^2x$ turns $B$ into
\begin{equation}
\int_0^1u^{-1/2}(1-u)^{-1/3}du=\mathrm{B}(\tfrac12,\tfrac23),
\end{equation}
the Euler beta function. The interaction energy is
\begin{equation}
\Delta E_{\rm grad}=+\frac32\,\mathrm{B}(\tfrac12,\tfrac23)\,
\frac{C_x\mu\lambda}{c^2}\,n_m^{2/3}\ \propto\ e^{-\lambda d/3}.
\end{equation}
It is positive and falls with $d$, so it repels. Overlap smooths the density in the gap and removes exchange energy that the separate tails gained from their gradients.

This explains cx13 and B86R at small $s$, where their $\mu$ is smaller. It does not explain optB88, whose $\mu$ practically equals that of revPBE. There the difference comes from the arcsinh term, which bends $F$ down as $s$ increases.

\section{Two layers with numbers}

Q. What shift does this give at a realistic distance?

A. I use model layers, not a material. Each has density $(N\lambda/4)\,\mathrm{sech}^2(\lambda u/2)$, with $N=0.3$~bohr$^{-2}$ and $\lambda=1.6$~bohr$^{-1}$. Since $\mathrm{sech}^2(\lambda u/2)\to4e^{-\lambda u}$, the tail has $a=N\lambda$. At $d=7.0$~bohr,
\begin{equation}
n_m=2(0.3)(1.6)e^{-5.6}=0.00355~\text{bohr}^{-3},\qquad s_0=1.695,
\end{equation}
and $s_{\max}=0.687\times1.695=1.165$. The full layers, which are not pure exponentials, give 1.137. The formula for $\Delta E_{\rm grad}/\mu$ gives $2.79\times10^{-3}$~hartree/bohr$^2$, against $2.72\times10^{-3}$ for the full layers. At 12~bohr the two agree within 0.1\%.

For the total revPBE energy I assume a Morse curve,
\begin{equation}
E=D\left[(1-e^{-b(d-d_0)})^2-1\right],\qquad k=E''(d_0)=2Db^2 ,
\end{equation}
with $d_0=7.0$~bohr, $D=2.0\times10^{-4}$~hartree/bohr$^2$ and $b=0.7$~bohr$^{-1}$. This gives $k=1.96\times10^{-4}$~hartree/bohr$^4$.

Let $P$ be the repulsive pressure with revPBE minus that with another exchange. Replacing revPBE removes $P$, so near $d_0$ the new energy slope is $k(d-d_0)+P$. Setting it to zero gives
\begin{equation}
d-d_0\approx-\frac Pk .
\end{equation}
For optB88, $P=6.26\times10^{-5}$~hartree/bohr$^3$, so the estimate is $-6.26\times10^{-5}/(1.96\times10^{-4})=-0.32$~bohr. Solving the full force balance gives:

\begin{center}
\begin{tabular}{lcccc}
 & $10^5P$ & $-P/k$ & full shift & new $d$\\
 & (hartree/bohr$^3$) & (bohr) & (bohr) & (\AA)\\
optB88 & 6.26 & $-0.32$ & $-0.28$ & 3.56\\
cx13 & 8.82 & $-0.45$ & $-0.42$ & 3.48\\
B86R & 8.64 & $-0.44$ & $-0.38$ & 3.50
\end{tabular}
\end{center}

The revPBE minimum is at 3.70~\AA, so the separations shrink by about 0.15 to 0.22~\AA. The full shifts are smaller than the estimates because the Morse curve stiffens inward by more than $P$ grows.

Q. The gap barely reaches $s=1.14$. Does the range above $s=1$ matter here at all?

A. It supplies 59 to 65\% of $P$, although it is so narrow. That agrees qualitatively with the inverse-square-root weight near $s_{\max}$. The formula is only the leading term: for pure tails the true weight at $\sigma=1$ is about 0.8 of it. The slopes from 1.14 to 3 contribute no appreciable force: a numerical test finds less than 0.1\% of $P$ from slopes more than 1\% above the maximum.

The ceiling also explains why cx13 gives a large shift although its mean slope over 1 to 3 is closest to that of revPBE: its steep part near $s=2$ is not sampled by this gap. Its small lead over B86R comes from below $s=1$. In $10^{-5}$~hartree/bohr$^3$, the range $s>1$ supplies $0.592\times8.82=5.2$ for cx13 and $0.627\times8.64=5.4$ for B86R, and the range $s<1$ supplies the remaining 3.6 and 3.2.

\section{Compact bodies}

Q. Then when do slopes between 1 and 3 decide the matter?

A. They can when the bodies are finite. Consider two spherical densities proportional to $e^{-\lambda r}$. On the plane midway between them, at sideways distance $\rho$ from the axis, both centres are at $r=\sqrt{\rho^2+d^2/4}$. The axial gradients cancel, but the sideways ones add:
\begin{equation}
|\nabla n|=\lambda n\frac{\rho}{r},\qquad
s=\frac{\lambda}{c\,n^{1/3}}\frac{\rho}{r}.
\end{equation}
As $\rho$ grows, $n$ falls and $s$ rises without a ceiling. The limit found for flat layers is absent.

I take 8 electrons in each body, $\lambda=1.8$~bohr$^{-1}$ and $d=7.0$~bohr. The excess repulsive force of revPBE, in $10^{-3}$~hartree/bohr, divides as follows:

\begin{center}
\begin{tabular}{lcccc}
 & $s<1$ & $1<s<3$ & $s>3$ & total\\
optB88 & 0.13 & 1.06 & $-0.09$ & 1.10\\
cx13 & 0.10 & 0.89 & $-0.01$ & 0.98\\
B86R & 0.11 & 1.44 & $-0.01$ & 1.54
\end{tabular}
\end{center}

The split at $s=1$ is uncertain by about one unit in the last digit shown. The interval from 1 to 3 supplies more than 90\% of the total, but the weight is concentrated at its low end: $1<s<1.7$ alone supplies 81 to 97\%, so the mean slope over 1 to 3 is only a rough guide. B86R now differs most from revPBE and cx13 least, the same order as the reductions in mean slope. For cx13, the range $1<s<1.7$ gives about 0.95, and the steep stretch between 1.70 and 2.51 takes back about 0.06. The negative entries at $s>3$ are consistent with revPBE having the smaller slope beyond the last crossings.

Q. Can I carry the shifts of your layers over to my samples?

A. The mechanism carries over more safely than the numbers. The shift depends on $k$, which I chose, and on the density in the contact. A softer binding curve gives a larger shift for the same $P$. A more dilute gap has a larger $s_{\max}$ and samples the slopes at larger $s$, so the ranking of the functionals may change. Once $s_{\max}$ lies in a range where the other functional is steeper than revPBE, $P$ itself can change sign. In the model layers B86R has the larger $P$ than cx13 already at $d=8$~bohr, and $P$ for cx13 turns slightly negative near $d=9$~bohr, where $s_{\max}\approx2$. Real layers are also corrugated by their atoms. This adds sideways gradients that the formula for $s_{\max}$ leaves out, so neither the value 1.14 nor the small lead of cx13 over B86R should be carried over.

The densities here are sums of unrelaxed ones. In a real calculation, start from the self-consistent revPBE density. Because the energy is stationary there, changing the exchange at fixed density gives the first-order energy change, and relaxation enters at second order. My model densities are not self-consistent, so that protection does not apply to them.

Finally, a shorter separation is not by itself a more accurate one. These results explain why revPBE is more repulsive than the other three in the two model contacts at the distance used, and hence why it gives the longest separation of the model layers; a contact that weights the ranges where another functional is steeper need not follow this order. Which of them is closest for your sample must be settled by measurement or by a more accurate calculation. The numerical check tests the four enhancement factors, the PBE cancellation, the slope identity, $s_{\max}$, the absence of force above it, $\Delta E_{\rm grad}$ and the first-order shift, and it computes both model contacts. The large-$s$ forms and the inverse-square-root weight are derived here but not tested numerically.

\section*{Computed values}
\begin{verbatim}
s^2 coefficient at s=0.05, n=0.01 bohr^-3 (dimensionless):
  PBE exchange 0.2194; PBE exchange+correlation 0.00016
dF/ds at s = 1.0, 1.5, 2.0, 2.5, 3.0; mean over 1-3:
  revPBE  0.317 0.338 0.302 0.248 0.197; mean 0.289
  optB88  0.226 0.245 0.249 0.247 0.243; mean 0.245
  cx13    0.187 0.287 0.345 0.249 0.172; mean 0.268
  B86R    0.192 0.221 0.218 0.200 0.179; mean 0.207
Slope equal to that of revPBE, searched for s from 0.1 to 5:
  optB88 at s = 2.52
  cx13 at s = 1.70, 2.51, 3.90
  B86R at s = 3.39
Flat layers: N=0.3 bohr^-2, decay=1.6 bohr^-1, d=7.0 bohr
  mid-gap density from tails 0.00355 bohr^-3; s0 1.695
  largest s in gap: formula 1.165, full layers 1.137
  s^2-term energy per unit mu (hartree/bohr^2):
    d=7:  full layers 2.7163e-03, formula 2.7875e-03
    d=12: full layers 1.9358e-04, formula 1.9369e-04
revPBE Morse curve: depth 2.0e-04 hartree/bohr^2, range 0.7 bohr^-1
  curvature 1.960e-04 hartree/bohr^4; minimum 7.000 bohr = 3.704 angstrom
Excess pressure P of revPBE (hartree/bohr^3), share from s>1,
new minimum d, full shift and first-order shift -P/k (bohr):
  optB88  P 6.258e-05, s>1 share 65.2 %
          d 6.721 bohr = 3.557 angstrom, shift -0.279, -P/k -0.319
  cx13    P 8.819e-05, s>1 share 59.2 %
          d 6.585 bohr = 3.485 angstrom, shift -0.415, -P/k -0.450
  B86R    P 8.641e-05, s>1 share 62.7 %
          d 6.616 bohr = 3.501 angstrom, shift -0.384, -P/k -0.441
Compact pair: 8 electrons each, decay 1.8 bohr^-1, d=7.0 bohr
Excess force of revPBE (hartree/bohr): s<1, 1<s<3, s>3, total
  optB88  1.31e-04, 1.06e-03, -8.55e-05, 1.10e-03
  cx13    9.50e-05, 8.90e-04, -6.22e-06, 9.79e-04
  B86R    1.10e-04, 1.44e-03, -1.31e-05, 1.54e-03
\end{verbatim}
